# Closed S-Wave Reduced Coulomb Green Function for the 1S State: a program that tests the result

```python
"""Reduced S-wave Coulomb Green function of the 1S state, closed form.

Rydberg atomic units: H = -d^2/dr^2 - 2Z/r acts on u = r*R, E1 = -Z^2.
G'(r,r') = sum over n != 1 (with continuum) of u_n(r) u_n(r')/(E_n - E1).
Result under test, with x = 2Zr, y = 2Zr', lo = min(x,y), hi = max(x,y):
  G' = x*y/(4Z) * exp(-(x+y)/2) * B,
  B  = 7 - 4*gamma - x - y - 2*ln(x*y) + 2/hi + 2*(1-exp(lo))/lo + 2*Ei(lo),
and the integral of u1(r') G'(r,r') over r' vanishes for every r.
gamma is Euler's constant and Ei the exponential integral.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.special import expi, eval_genlaguerre, roots_laguerre

mp.mp.dps = 40
GAMMA = float(np.euler_gamma)
CONST = 7 - 4 * GAMMA


def bracket(x, y, const=CONST):
    lo, hi = np.minimum(x, y), np.maximum(x, y)
    return (const - x - y - 2 * np.log(x) - 2 * np.log(y) + 2 / hi
            - 2 * np.expm1(lo) / lo + 2 * expi(lo))


def green(r, rp, Z=1.0, const=CONST):
    x, y = 2 * Z * r, 2 * Z * rp
    return x * y / (4 * Z) * np.exp(-(x + y) / 2) * bracket(x, y, const)


def u1(r, Z=1.0):
    return 2 * Z**1.5 * r * np.exp(-Z * r)


def contact(r, Z=1.0):
    """Three-dimensional S-wave function with one point at the nucleus."""
    x = 2 * Z * r
    return Z / (4 * np.pi) * np.exp(-x / 2) * (
        5 - 2 * GAMMA - x - 2 * np.log(x) + 2 / x)


# --- Differential equations of the building blocks and of the result ---
p, q, zz = sp.symbols("p q zz", positive=True)
f = p * sp.exp(-p)
h = -sp.exp(p) + 2 * p * sp.exp(-p) * sp.Ei(2 * p)
w = -h / 4 + f * (p / 2 + sp.log(p) / 2 - 1 / (4 * p))


def operator(u):
    return -sp.diff(u, p, 2) - 2 * u / p + u


checks = [operator(f), operator(h), operator(w) - f,
          f * sp.diff(h, p) - sp.diff(f, p) * h - 1]
for expression in checks:
    value = sp.lambdify(p, expression, "mpmath")
    for point in (mp.mpf("0.3"), mp.mpf("2.7")):
        assert abs(value(point)) < mp.mpf("1e-25")
assert abs(sp.lambdify(p, w, "mpmath")(mp.mpf("1e-15"))) < 1e-14


def symbolic_green(lower, upper):
    x, y = 2 * zz * lower, 2 * zz * upper
    b = (7 - 4 * sp.EulerGamma - x - y - 2 * sp.log(x * y) + 2 / y
         + 2 * (1 - sp.exp(x)) / x + 2 * sp.Ei(x))
    return x * y / (4 * zz) * sp.exp(-(x + y) / 2) * b


below, above = symbolic_green(p, q), symbolic_green(q, p)
projector = 4 * zz**3 * p * q * sp.exp(-zz * (p + q))
for branch, a, b in ((below, "0.6", "1.9"), (above, "2.3", "0.8")):
    residual = (-sp.diff(branch, p, 2) - 2 * zz * branch / p
                + zz**2 * branch + projector)
    value = sp.lambdify((p, q, zz), residual, "mpmath")
    assert abs(value(mp.mpf(a), mp.mpf(b), mp.mpf("1.5"))) < 1e-25
jump = sp.lambdify((p, q, zz), sp.diff(below, p) - sp.diff(above, p), "mpmath")
assert abs(jump(mp.mpf("1.1"), mp.mpf("1.1"), mp.mpf("1.5")) - 1) < 1e-25


# --- Finite part of the full resolvent at the 1S pole ---
def resolvent(r, rp, Z, energy):
    kappa = mp.sqrt(-energy)
    nu = Z / kappa
    lo, hi = min(r, rp), max(r, rp)
    return (mp.gamma(1 - nu) / (2 * kappa)
            * mp.whitm(nu, 0.5, 2 * kappa * lo)
            * mp.whitw(nu, 0.5, 2 * kappa * hi))


def finite_part(r, rp, Z):
    # The pole is odd in the energy offset, so the mean removes it.
    r, rp, Z = mp.mpf(r), mp.mpf(rp), mp.mpf(Z)
    d = mp.mpf("1e-8")
    return float((resolvent(r, rp, Z, -Z**2 + d)
                  + resolvent(r, rp, Z, -Z**2 - d)) / 2)


worst_resolvent = 0.0
for r, rp, Z in ((1, 2, 1), (0.2, 0.5, 1), (4, 1.5, 1), (0.7, 0.3, 2)):
    error = abs(finite_part(r, rp, Z) - green(float(r), float(rp), float(Z)))
    worst_resolvent = max(worst_resolvent, error)
assert worst_resolvent < 1e-11
for r, Z in ((0.5, 1.0), (1.0, 2.0)):
    tiny = 1e-10
    reference = finite_part(r, tiny, Z) / (4 * np.pi * r * tiny)
    assert abs(reference - contact(r, Z)) < 1e-7


# --- Orthogonality by quadrature ---
def overlap_parts(r, Z=1.0):
    def integrand(rp):
        return u1(rp, Z) * green(r, rp, Z)
    inner = quad(integrand, 0, r, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    outer = quad(integrand, r, r + 40 / Z, epsabs=1e-12, epsrel=1e-11,
                 limit=200)[0]
    return inner, outer


worst_overlap = max(abs(sum(overlap_parts(r, Z)))
                    for r in (0.1, 1.0, 5.0) for Z in (1.0, 2.0))
assert worst_overlap < 1e-9

# --- Double integrals of the closed form, split at equal radii ---
nodes, weights = np.polynomial.legendre.leggauss(160)
nodes, weights = (nodes + 1) / 2, weights / 2


def double_integral(a, b, const=CONST):
    r_max = 40.0
    r = (r_max * nodes**3)[:, None]
    wr = (3 * r_max * nodes**2 * weights)[:, None]
    rp = r * nodes[None, :]
    values = (a(r) * b(rp) + b(r) * a(rp)) * green(r, rp, 1.0, const)
    return float(np.sum(wr * r * weights[None, :] * values))


# The constant that orthogonality demands, found without using its value.
constant_found = -4 * double_integral(u1, u1, const=0.0)
assert abs(constant_found - CONST) < 1e-8
# A change of nuclear charge: E = -Z^2 has second-order coefficient -1.
second_order = -double_integral(lambda r: 2 * u1(r) / r,
                                lambda r: 2 * u1(r) / r)
assert abs(second_order + 1) < 1e-8

# --- Diagonalization in an orthonormal Laguerre basis, Z = 1 ---
SIZE = 30
t, wt = roots_laguerre(50)
k_values = np.arange(SIZE)
norms = np.sqrt(2 / ((k_values + 1) * (k_values + 2)))


def polynomials(x):
    return np.array([norms[k] * eval_genlaguerre(k, 2, x)
                     for k in k_values])


P = polynomials(t)
dP = np.array([np.zeros_like(t) if k == 0 else
               -norms[k] * eval_genlaguerre(k - 1, 3, t) for k in k_values])
D = (1 - t / 2) * P + t * dP
hamiltonian = 2 * (D * wt) @ D.T - 2 * (P * wt * t) @ P.T
energies, vectors = np.linalg.eigh(hamiltonian)
assert abs(energies[0] + 1) < 1e-10


def basis_overlap(power, alpha):
    r = t / (1 + alpha)
    return polynomials(2 * r) @ (wt / (1 + alpha) * 2 * r * r**power)


va = vectors.T @ basis_overlap(1, 0.7)
vb = vectors.T @ basis_overlap(2, 1.5)
state_sum = float(np.sum(va[1:] * vb[1:] / (energies[1:] - energies[0])))
closed_sum = double_integral(lambda r: r * np.exp(-0.7 * r),
                             lambda r: r**2 * np.exp(-1.5 * r))
assert abs(state_sum - closed_sum) < 1e-8

# --- Density at the nucleus under V = 2*lam*exp(-mu*r)/r ---
mu, lam = 2.0, 0.01
scale = 1 + mu / 2
Py = polynomials(t / scale)
yukawa = 2 * (Py * (wt / scale * t / scale)) @ Py.T
slope_at_zero = 2 * polynomials(np.array([0.0]))[:, 0]


def density_ratio(strength):
    vec = np.linalg.eigh(hamiltonian + strength * yukawa)[1][:, 0]
    return float((slope_at_zero @ vec)**2 / 4)


def density_slope(m):
    s = 2 + m
    return -4 * ((3 + 2 * np.log(s / 2)) / s**2 - 4 / s**3 + 1 / s)


slope = density_slope(mu)
step = 1e-4
slope_direct = (density_ratio(step) - density_ratio(-step)) / (2 * step)
assert abs(slope - slope_direct) < 1e-6
slope_quad = -2 * quad(lambda r: 4 * np.pi * r**2 * contact(r)
                       * 2 * np.exp(-mu * r) / r * np.exp(-r), 0, 40,
                       epsabs=1e-12, limit=200)[0]
assert abs(slope - slope_quad) < 1e-8
assert abs(density_slope(0.0) + 3) < 1e-12  # density scales as Z^3
direct = density_ratio(lam) - 1
rest = direct - slope * lam
direct_half = density_ratio(lam / 2) - 1
rest_half = direct_half - slope * lam / 2
assert 3.8 < rest / rest_half < 4.2

# --- Worked numbers ---
r, rp = 1.0, 2.0
x, y = 2 * r, 2 * rp
value = green(r, rp)
rydberg_ev = constants.value("Rydberg constant times hc in eV")
bohr_angstrom = constants.value("Bohr radius") * 1e10
inner, outer = overlap_parts(r)
print("Example: Z = 1, r =", r, "a0, r' =", rp, "a0")
print(f"x = {x:.1f}, y = {y:.1f} (dimensionless)")
print(f"Euler constant gamma = {GAMMA:.6f}")
print(f"constant 7 - 4 gamma = {CONST:.6f}")
print(f"constant found from orthogonality = {constant_found:.6f}")
print(f"term -x - y = {-x - y:.6f}")
print(f"term -2 ln(xy) = {-2 * np.log(x * y):.6f}")
print(f"term 2/x_> = {2 / y:.6f}")
print(f"term 2(1-exp(x_<))/x_< = {-2 * np.expm1(x) / x:.6f}")
print(f"term 2 Ei(x_<) = {2 * expi(x):.6f}")
print(f"bracket B = {bracket(x, y):.6f}")
print(f"prefactor xy exp(-(x+y)/2)/4 = {x*y/4*np.exp(-(x+y)/2):.6f} 1/(Ry a0)")
print(f"G'(1,2) closed form = {value:.8f} 1/(Ry a0)")
print(f"G'(1,2) from resolvent = {finite_part(r, rp, 1):.8f} 1/(Ry a0)")
print(f"G'(1,2) converted = {value/rydberg_ev/bohr_angstrom:.8f} 1/(eV A)")
print(f"largest resolvent difference = {worst_resolvent:.1e} 1/(Ry a0)")
print(f"overlap at r = 1, part r' < r: {inner:.8f} Ry^-1 a0^-1/2")
print(f"overlap at r = 1, part r' > r: {outer:.8f} Ry^-1 a0^-1/2")
print(f"largest total overlap, six cases = {worst_overlap:.1e} Ry^-1 a0^-1/2")
print(f"second-order energy for V = -2/r: {second_order:.8f} Ry")
print("Test functions a = r exp(-0.7r), b = r^2 exp(-1.5r), r in a0")
print(f"<a|G'|b> closed form = {closed_sum:.8f} (Rydberg atomic units)")
print(f"<a|G'|b> sum over states = {state_sum:.8f} (Rydberg atomic units)")
print(f"Laguerre basis size = {SIZE}")
print(f"Yukawa perturbation: mu = {mu:.1f} 1/a0, lambda = {lam:.3f}")
print(f"density slope, closed form = {slope:.6f} (relative, per lambda)")
print(f"density slope, diagonalization = {slope_direct:.6f} (same unit)")
print(f"relative density change, first order = {100*slope*lam:.5f} percent")
print(f"relative density change, direct = {100*direct:.5f} percent")
print(f"remainder at lambda = {100*rest:.6f} percent")
print(f"remainder at lambda/2 = {100*rest_half:.6f} percent")
print(f"ratio of remainders = {rest/rest_half:.3f}")
print("PASS")
```

Output:

```
Example: Z = 1, r = 1.0 a0, r' = 2.0 a0
x = 2.0, y = 4.0 (dimensionless)
Euler constant gamma = 0.577216
constant 7 - 4 gamma = 4.691137
constant found from orthogonality = 4.691137
term -x - y = -6.000000
term -2 ln(xy) = -4.158883
term 2/x_> = 0.500000
term 2(1-exp(x_<))/x_< = -6.389056
term 2 Ei(x_<) = 9.908469
bracket B = -1.448333
prefactor xy exp(-(x+y)/2)/4 = 0.099574 1/(Ry a0)
G'(1,2) closed form = -0.14421652 1/(Ry a0)
G'(1,2) from resolvent = -0.14421652 1/(Ry a0)
G'(1,2) converted = -0.02003057 1/(eV A)
largest resolvent difference = 5.6e-17 1/(Ry a0)
overlap at r = 1, part r' < r: 0.11283868 Ry^-1 a0^-1/2
overlap at r = 1, part r' > r: -0.11283868 Ry^-1 a0^-1/2
largest total overlap, six cases = 1.7e-16 Ry^-1 a0^-1/2
second-order energy for V = -2/r: -1.00000000 Ry
Test functions a = r exp(-0.7r), b = r^2 exp(-1.5r), r in a0
<a|G'|b> closed form = 0.00328609 (Rydberg atomic units)
<a|G'|b> sum over states = 0.00328609 (Rydberg atomic units)
Laguerre basis size = 30
Yukawa perturbation: mu = 2.0 1/a0, lambda = 0.010
density slope, closed form = -1.846574 (relative, per lambda)
density slope, diagonalization = -1.846574 (same unit)
relative density change, first order = -1.84657 percent
relative density change, direct = -1.83017 percent
remainder at lambda = 0.016404 percent
remainder at lambda/2 = 0.004112 percent
ratio of remainders = 3.990
PASS
```
